# Null events and trials per collision in Monte Carlo transport: a program that tests the result

```python
"""
Null events (self-scattering) in Monte Carlo transport.
Result under test: with constant physical rate P and total trial rate G
(G includes the physical events), the null fraction is 1 - P/G and the mean
number of trials per physical collision, the physical one included, is G/P.
Null events leave the electron state unchanged, so physical flights keep
the law P*exp(-P*t).
Symbols: P physical_rate, G trial_rate, N = G - P null_rate, all in 1/fs
inside the program. Silicon values used to size neglected effects are rough.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import expit, gammaln

rng = np.random.default_rng(12345)
physical_per_s, trial_per_s = 2e13, 1e14
physical_rate = physical_per_s * 1e-15
trial_rate = trial_per_s * 1e-15
null_rate = trial_rate - physical_rate

# Derived formulas
accept = physical_rate / trial_rate
null_fraction = 1 - accept
mean_trials = trial_rate / physical_rate
spread_trials = np.sqrt(null_fraction) / accept

# Two independent event streams, merged and counted
n_phys = 400_000
phys_times = np.cumsum(rng.exponential(1 / physical_rate, n_phys))
null_times = np.cumsum(rng.exponential(1 / null_rate, 1_650_000))
assert null_times[-1] > phys_times[-1]
null_times = null_times[null_times < phys_times[-1]]
counted_null_fraction = len(null_times) / (len(null_times) + n_phys)
nulls_before = np.searchsorted(null_times, phys_times)
trials_each = np.diff(nulls_before, prepend=0) + 1
merged = np.sort(np.concatenate([phys_times, null_times]))
gaps = np.diff(merged, prepend=0.0)
assert abs(counted_null_fraction - null_fraction) < 0.0015  # 5 sigma
assert abs(trials_each.mean() - mean_trials) < 0.036        # 5 sigma
assert abs(trials_each.std() - spread_trials) < 0.06
assert abs(gaps.mean() * trial_rate - 1) < 0.005
assert abs(np.mean(gaps > 1 / trial_rate) - np.exp(-1)) < 0.002

# Mean time since last reset sets the drift momentum in a constant field
flights = np.diff(phys_times, prepend=0.0)
age_correct = np.sum(flights**2) / (2 * np.sum(flights))
age_wrong = np.sum(gaps**2) / (2 * np.sum(gaps))
assert abs(age_correct * physical_rate - 1) < 0.02
assert abs(age_correct / age_wrong / mean_trials - 1) < 0.02

# Quadrature for the first clock to fire, and explicit sums over trials
null_first = quad(lambda t: null_rate * np.exp(-null_rate * t)
                  * np.exp(-physical_rate * t), 0, 600)[0]
assert abs(null_first - null_fraction) < 1e-8
n = np.arange(1, 401)
weights = null_fraction**(n - 1) * accept
sum_mean = np.sum(n * weights)
assert abs(sum_mean - mean_trials) < 1e-10
assert abs(np.sqrt(np.sum(n**2 * weights) - sum_mean**2)
           - spread_trials) < 1e-10
for t in (5.0, 70.0, 200.0):
    waiting = trial_rate * np.exp((n - 1) * np.log(trial_rate * t)
                                  - trial_rate * t - gammaln(n))
    assert np.isclose(np.sum(weights * waiting),
                      physical_rate * np.exp(-physical_rate * t), rtol=1e-9)


def simulate_flights(rate_of_age, number):
    """Accept-reject flights; returns durations and numbers of trials."""
    age = np.zeros(number)
    trials = np.zeros(number, dtype=int)
    active = np.arange(number)
    while len(active):
        age[active] += rng.exponential(1 / trial_rate, len(active))
        trials[active] += 1
        rejected = (rng.random(len(active)) * trial_rate
                    >= rate_of_age(age[active]))
        active = active[rejected]
    return age, trials


# The algorithm at constant rate reproduces the physical flight law
ages, _ = simulate_flights(lambda s: np.full_like(s, physical_rate), 200_000)
assert abs(ages.mean() * physical_rate - 1) < 0.012
assert abs(np.mean(ages > 1 / physical_rate) - np.exp(-1)) < 0.006


# Varying rate: mean trials equal G over the time-averaged physical rate
def growing_rate(s):
    return np.minimum(0.01 + 0.0005 * s, trial_rate)


_, varying_trials = simulate_flights(growing_rate, 200_000)
s_grid = np.linspace(0, 500, 50_001)
survival = np.exp(-cumulative_trapezoid(growing_rate(s_grid), s_grid,
                                        initial=0))
time_average = (trapezoid(growing_rate(s_grid) * survival, s_grid)
                / trapezoid(survival, s_grid))
assert abs(varying_trials.mean() - trial_rate / time_average) < 0.05

# Rough silicon channel values
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_cm = const.physical_constants["Bohr radius"][0] * 100
kB = const.k / const.e
mass_long, mass_trans, nonpar = 0.92, 0.19, 0.5
mass_dos = 6**(2 / 3) * (mass_long * mass_trans**2)**(1 / 3)
kT_electron, density, field_MV_cm = 0.1, 1e19, 0.03
T_room, T_hot, phonon_energy = 300.0, 400.0, 0.06


def dos(energy, alpha=nonpar):
    """Density of states per eV and cm3, both spins, energy in eV."""
    kinetic = energy * (1 + alpha * energy) / hartree
    return (np.sqrt(2) * mass_dos**1.5 / np.pi**2 * np.sqrt(kinetic)
            * (1 + 2 * alpha * energy) / hartree / bohr_cm**3)


def wavevector(energy, mass):
    """Wavevector in atomic units from the nonparabolic band."""
    return np.sqrt(2 * mass * energy * (1 + nonpar * energy) / hartree)


def velocity(energy, mass):
    """Group velocity in atomic units."""
    return wavevector(energy, mass) / mass / (1 + 2 * nonpar * energy)


# Finite differences of the state count and of the band
def state_count(energy):
    return wavevector(energy, mass_dos)**3 / (3 * np.pi**2) / bohr_cm**3


step = 1e-5
count_slope = (state_count(0.2 + step) - state_count(0.2 - step)) / (2 * step)
assert np.isclose(count_slope, dos(0.2), rtol=1e-6)
for mass in (mass_trans, mass_long):
    band_slope = (2 * step / hartree) / (wavevector(0.2 + step, mass)
                                        - wavevector(0.2 - step, mass))
    assert np.isclose(band_slope, velocity(0.2, mass), rtol=1e-6)

# Energy-dependent rate averaged over warm electrons
root = np.linspace(0, 2, 40_001)
energy = root**2


def integrate(values):
    return trapezoid(values * 2 * root, root)


population = dos(energy) * np.exp(-energy / kT_electron)
population /= integrate(population)
mean_energy = integrate(energy * population)


def rate_at(e):
    return physical_rate * dos(e) / dos(mean_energy)


ceiling_energy = brentq(lambda e: rate_at(e) - trial_rate, 0.2, 3.9)
rate_full = integrate(rate_at(energy) * population)
rate_capped = integrate(np.minimum(rate_at(energy), trial_rate) * population)
above_ceiling = integrate(population * (energy > ceiling_energy))
lost_collisions = 1 - rate_capped / rate_full
trials_energy = trial_rate / rate_capped
# Independent sampling of the same population
cdf = cumulative_trapezoid(population * 2 * root, root, initial=0)
sample = np.interp(rng.random(400_000), cdf / cdf[-1], root)**2
sample_rate = np.minimum(rate_at(sample), trial_rate)
sample_null = np.mean(rng.random(len(sample)) * trial_rate >= sample_rate)
assert abs(sample_null - (1 - rate_capped / trial_rate)) < 0.004

# First-order energy gain in one mean flight along the field
au_velocity = const.physical_constants["atomic unit of velocity"][0]
flight_s = 1 / physical_per_s
gain = {m: field_MV_cm * 1e8 * velocity(mean_energy, m) * au_velocity
        * flight_s for m in (mass_trans, mass_long)}


# Filled final states block elastic collisions
def blocking(kT, electrons, alpha=nonpar):
    states = dos(energy, alpha)
    level = brentq(lambda mu: integrate(states * expit((mu - energy) / kT))
                   / electrons - 1, -3, 1)
    filled = expit((level - energy) / kT)
    blocked = integrate(states**2 * filled**2) / integrate(states**2 * filled)
    return blocked, filled[0]


band_density = (2 * (mass_dos * kT_electron / hartree / (2 * np.pi))**1.5
                / bohr_cm**3)
dilute, _ = blocking(kT_electron, 1e16, alpha=0.0)
assert np.isclose(dilute, 1e16 / band_density / 4, rtol=1e-3)
blocked_warm, filled_warm = blocking(kT_electron, density)
blocked_cold, filled_cold = blocking(kB * T_room, density)
trials_blocked = mean_trials / (1 - blocked_warm)


# Lattice temperature: emission plus absorption scales as 2*n_phonon + 1
def phonon_factor(quantum, temperature):
    return 1 / np.tanh(quantum / (2 * kB * temperature))


levels = np.arange(200)
for temperature in (T_room, T_hot):
    boltzmann = np.exp(-levels * phonon_energy / (kB * temperature))
    occupation = np.sum(levels * boltzmann) / np.sum(boltzmann)
    assert np.isclose(2 * occupation + 1,
                      phonon_factor(phonon_energy, temperature), rtol=1e-10)
optical_ratio = (phonon_factor(phonon_energy, T_hot)
                 / phonon_factor(phonon_energy, T_room))
acoustic_ratio = T_hot / T_room
assert np.isclose(phonon_factor(0.001, T_hot) / phonon_factor(0.001, T_room),
                  acoustic_ratio, rtol=1e-3)

# Broadening: full width at half maximum of a decaying state is hbar*P
width = const.hbar * physical_per_s / const.e


def line_strength(x):
    real = quad(lambda t: np.exp(-t / 2) * np.cos(x * t), 0, 80, limit=200)[0]
    imag = quad(lambda t: np.exp(-t / 2) * np.sin(x * t), 0, 80, limit=200)[0]
    return real**2 + imag**2


assert np.isclose(line_strength(0.5) / line_strength(0), 0.5, rtol=1e-7)

print(f"physical rate: {physical_per_s:.1e} 1/s")
print(f"total trial rate: {trial_per_s:.1e} 1/s")
print(f"null rate: {null_rate * 1e15:.1e} 1/s")
print(f"physical fraction of trials: {accept:.3f}")
print(f"null-event fraction: {null_fraction:.3f}")
print(f"mean trials per physical collision: {mean_trials:.3f}")
print(f"mean nulls per physical collision: {mean_trials - 1:.3f}")
print(f"standard deviation of trial count: {spread_trials:.3f}")
print(f"mean time between trials: {1 / trial_rate:.1f} fs")
print(f"mean physical flight time: {1 / physical_rate:.1f} fs")
print(f"counted physical collisions: {n_phys}")
print(f"counted null fraction: {counted_null_fraction:.4f}")
print(f"counted mean trials: {trials_each.mean():.3f}")
print(f"simulated mean age, nulls harmless: {age_correct:.2f} fs")
print(f"simulated mean age, nulls wrongly reset: {age_wrong:.2f} fs")
misread_total = physical_per_s + trial_per_s
print(f"misread as null rate, null fraction: {trial_per_s/misread_total:.3f}")
print(f"misread as null rate, trials: {misread_total/physical_per_s:.3f}")
print(f"varying-rate test, simulated trials: {varying_trials.mean():.3f}")
print(f"varying-rate test, predicted: {trial_rate / time_average:.3f}")
print("rough silicon channel, effects neglected by the constant rate")
print(f"electron temperature energy: {kT_electron:.2f} eV")
print(f"field: {field_MV_cm:.2f} MV/cm")
print(f"electron density: {density:.1e} 1/cm3")
print(f"masses, light and heavy: {mass_trans:.2f}, {mass_long:.2f} m_e")
print(f"density-of-states mass, six valleys: {mass_dos:.3f} m_e")
print(f"nonparabolicity: {nonpar:.2f} 1/eV")
print(f"mean electron energy: {mean_energy:.3f} eV")
print(f"energy-averaged physical rate: {rate_capped * 1e15:.3e} 1/s")
print(f"null fraction, energy-dependent rate: {1-rate_capped/trial_rate:.3f}")
print(f"trials, energy-dependent rate: {trials_energy:.2f}")
print(f"energy where rate passes ceiling: {ceiling_energy:.3f} eV")
print(f"electron share above ceiling: {above_ceiling:.2e}")
print(f"collision share lost at ceiling: {lost_collisions:.2e}")
print(f"energy gain per flight, light mass: {gain[mass_trans]:.3f} eV")
print(f"energy gain per flight, heavy mass: {gain[mass_long]:.3f} eV")
print(f"lattice temperatures: {T_room:.0f}, {T_hot:.0f} K")
print(f"phonon energy: {phonon_energy:.3f} eV")
print(f"hot/room rate ratio, optical: {optical_ratio:.3f}")
print(f"hot/room rate ratio, acoustic: {acoustic_ratio:.3f}")
print(f"trials at hot lattice, optical: {mean_trials/optical_ratio:.2f}")
print(f"trials at hot lattice, acoustic: {mean_trials/acoustic_ratio:.2f}")
print(f"band-edge filling, warm electrons: {filled_warm:.3f}")
print(f"blocked share, warm electrons: {blocked_warm:.4f}")
print(f"trials with blocking, warm electrons: {trials_blocked:.2f}")
print(f"band-edge filling, lattice-temperature: {filled_cold:.3f}")
print(f"blocked share, lattice-temperature: {blocked_cold:.3f}")
print(f"level width hbar*P: {width:.4f} eV")
print(f"level width over mean energy: {width / mean_energy:.3f}")
print("no test failed")
```

It prints:

```
physical rate: 2.0e+13 1/s
total trial rate: 1.0e+14 1/s
null rate: 8.0e+13 1/s
physical fraction of trials: 0.200
null-event fraction: 0.800
mean trials per physical collision: 5.000
mean nulls per physical collision: 4.000
standard deviation of trial count: 4.472
mean time between trials: 10.0 fs
mean physical flight time: 50.0 fs
counted physical collisions: 400000
counted null fraction: 0.7999
counted mean trials: 4.998
simulated mean age, nulls harmless: 49.93 fs
simulated mean age, nulls wrongly reset: 9.99 fs
misread as null rate, null fraction: 0.833
misread as null rate, trials: 6.000
varying-rate test, simulated trials: 4.055
varying-rate test, predicted: 4.056
rough silicon channel, effects neglected by the constant rate
electron temperature energy: 0.10 eV
field: 0.03 MV/cm
electron density: 1.0e+19 1/cm3
masses, light and heavy: 0.19, 0.92 m_e
density-of-states mass, six valleys: 1.061 m_e
nonparabolicity: 0.50 1/eV
mean electron energy: 0.167 eV
energy-averaged physical rate: 1.962e+13 1/s
null fraction, energy-dependent rate: 0.804
trials, energy-dependent rate: 5.10
energy where rate passes ceiling: 1.011 eV
electron share above ceiling: 3.37e-04
collision share lost at ceiling: 2.33e-04
energy gain per flight, light mass: 0.074 eV
energy gain per flight, heavy mass: 0.034 eV
lattice temperatures: 300, 400 K
phonon energy: 0.060 eV
hot/room rate ratio, optical: 1.171
hot/room rate ratio, acoustic: 1.333
trials at hot lattice, optical: 4.27
trials at hot lattice, acoustic: 3.75
band-edge filling, warm electrons: 0.039
blocked share, warm electrons: 0.0078
trials with blocking, warm electrons: 5.04
band-edge filling, lattice-temperature: 0.281
blocked share, lattice-temperature: 0.074
level width hbar*P: 0.0132 eV
level width over mean energy: 0.079
no test failed
```
